# Zero open-circuit electronic heat conduction from a single transport energy

## The result

Suppose that electrons in a conductor carry current at one energy $E_0$, and at no other. At temperature $T$ and chemical potential $\mu$, the thermopower and the electronic thermal conductivity at zero electric current are

$$S=-\frac{E_0-\mu}{eT},\qquad \kappa_e=0 .$$

Here $e>0$ and the electron charge is $-e$. If $E_0\neq\mu$, the thermopower is finite and nonzero. If $E_0=\mu$, the heat conductivity still vanishes, but so does the thermopower. This is the Mahan-Sofo limit.

The zero belongs to the open circuit. If the electrochemical gradient is removed instead, so that current flows, the electronic heat conductivity is $\kappa_0=\sigma S^2T$, with $\sigma$ the electrical conductivity. Heat carried by the lattice is separate and remains in both cases.

The assumptions are linear response, elastic scattering and electrons that do not exchange energy with one another.

## Flux at each energy

Let all gradients point along $z$. An electron in state $\mathbf k$ has band energy $\varepsilon_{\mathbf k}$ and total energy $E=\varepsilon_{\mathbf k}-e\phi(z)$, where $\phi$ is the electric potential. The electrochemical potential is $\tilde\mu=\mu-e\phi$, and the local equilibrium occupation is

$$f=\frac{1}{e^{(E-\tilde\mu)/k_BT}+1}.$$

The force on the electron is $e\,d\phi/dz$. With $f_1$ the departure from $f$ and $\tau$ the relaxation time, the steady Boltzmann equation to first order in the gradients is

$$v_z\left.\frac{\partial f}{\partial z}\right|_{\mathbf k}+\frac{e}{\hbar}\frac{d\phi}{dz}\frac{\partial f}{\partial k_z}=-\frac{f_1}{\tau}.$$

At fixed $\mathbf k$ the total energy changes with position, so

$$\left.\frac{\partial f}{\partial z}\right|_{\mathbf k}=\left.\frac{\partial f}{\partial z}\right|_E-e\frac{d\phi}{dz}\frac{\partial f}{\partial E}.$$

Because $v_z=\hbar^{-1}\partial\varepsilon/\partial k_z$, the force term equals $+e\,v_z(d\phi/dz)\,\partial f/\partial E$. It cancels the last term above, leaving

$$f_1=-\tau v_z\left.\frac{\partial f}{\partial z}\right|_E .$$

The equilibrium part carries no net flux. Summing $v_zf_1$ over states in volume $V$, spin included, gives the particle flux

$$J_N=-\frac1{e^2}\int\Sigma(E)\left.\frac{\partial f}{\partial z}\right|_E dE,$$

$$\Sigma(E)=\frac{e^2}{V}\sum_{\mathbf k,\text{spin}}v_z^2\,\tau\,\delta(E-\varepsilon_{\mathbf k})\ge0 .$$

We set $\phi=0$ at the point considered, so that $E=\varepsilon_{\mathbf k}$ and $\tilde\mu=\mu$ there; their gradients may still differ. The function $\Sigma$ is the transport distribution. Electrons at each energy diffuse down the gradient of their own occupation. The algebra that follows uses this flux law and $\Sigma\ge0$, not the details of the band.

## Currents and coefficients

Write $y=(E-\tilde\mu)/k_BT$. Then

$$\left.\frac{\partial y}{\partial z}\right|_E=-\frac{1}{k_BT}\left[\frac{d\tilde\mu}{dz}+\frac{E-\mu}{T}\frac{dT}{dz}\right].$$

With $-f'\equiv-\partial f/\partial E=-(df/dy)/k_BT$, the chain rule gives

$$\left.\frac{\partial f}{\partial z}\right|_E=(-f')\left[\frac{d\tilde\mu}{dz}+\frac{E-\mu}{T}\frac{dT}{dz}\right].$$

Each electron carries heat $E-\mu$, its energy less the chemical potential. Define the moments

$$L_n=\int\Sigma(E)(E-\mu)^n(-f')\,dE .$$

The particle and heat fluxes are then

$$J_N=-\frac1{e^2}\left[L_0\frac{d\tilde\mu}{dz}+\frac{L_1}{T}\frac{dT}{dz}\right],$$

$$J_Q=-\frac1{e^2}\left[L_1\frac{d\tilde\mu}{dz}+\frac{L_2}{T}\frac{dT}{dz}\right].$$

The electric current is $j=-eJ_N$. At uniform temperature $j=(L_0/e)\,d\tilde\mu/dz$. For uniform $\mu$ the field is $\mathcal E=-d\phi/dz=e^{-1}d\tilde\mu/dz$, so $\sigma=L_0$.

At open circuit $J_N=0$, which requires

$$\frac{d\tilde\mu}{dz}=-\frac{L_1}{L_0T}\frac{dT}{dz}.$$

The thermopower is defined by $e^{-1}d\tilde\mu/dz=S\,dT/dz$ at zero current, hence $S=-L_1/(eTL_0)$. Inserting the same gradient in $J_Q$ gives

$$J_Q=-\frac{1}{e^2T}\left(L_2-\frac{L_1^2}{L_0}\right)\frac{dT}{dz},
\qquad
\kappa_e=\frac{1}{e^2T}\left(L_2-\frac{L_1^2}{L_0}\right).$$

With $d\tilde\mu/dz=0$ instead, $\kappa_0=L_2/(e^2T)$. The difference is $L_1^2/(e^2TL_0)=\sigma S^2T$, so in general

$$\kappa_0=\kappa_e+\sigma S^2T .$$

## Heat conduction as a spread of energies

The quantity $P(E)=\Sigma(E)(-f')/L_0$ is nonnegative and integrates to one. Treat it as a probability. Then $L_1/L_0=\langle E-\mu\rangle$ and $L_2/L_0=\langle(E-\mu)^2\rangle$, so

$$S=-\frac{\langle E-\mu\rangle}{eT},\qquad
\frac{\kappa_e}{\sigma T}=\frac{\operatorname{Var}(E)}{(eT)^2}.$$

Thermopower measures the mean transport energy, and open-circuit heat conduction measures its spread. To see when the spread vanishes, consider

$$\frac12\iint\Sigma(E)\Sigma(E')f'(E)f'(E')(E-E')^2\,dE\,dE'.$$

Writing $E-E'=(E-\mu)-(E'-\mu)$ and expanding the square gives $\frac12(L_2L_0-2L_1^2+L_0L_2)=L_0L_2-L_1^2$. The integrand is nonnegative, and $-f'>0$ at every energy when $T>0$. The integral is therefore zero if and only if all the weight of $\Sigma$ lies at one energy.

Now take $\Sigma(E)=\Sigma_0\delta(E-E_0)$ with finite $\Sigma_0>0$. Then

$$L_n=\Sigma_0(E_0-\mu)^n[-f'(E_0)].$$

It follows that $L_1/L_0=E_0-\mu$ and $L_2=L_1^2/L_0$, which proves the opening result.

The physical reason is visible in the flux law. With one conducting energy, zero particle current requires zero occupation gradient at that energy. No electron flux is left to carry heat. With two conducting energies, opposite particle fluxes can cancel while carrying different heats, and a net heat flux survives.

## Where the level should lie

Let $x=(E-\mu)/k_BT$ and $x_0=(E_0-\mu)/k_BT$. The thermal window is

$$w(x)=-\frac{df}{dx}=\frac{1}{4\cosh^2(x/2)},\qquad -f'=\frac{w}{k_BT}.$$

For the delta level, the power factor is

$$\sigma S^2=\frac{\Sigma_0}{k_BT}\left(\frac{k_B}{e}\right)^2x_0^2w(x_0).$$

At fixed $\Sigma_0$ and $T$, take $x_0>0$ and differentiate the logarithm of $x_0^2w(x_0)$:

$$\frac{2}{x_0}-\tanh\frac{x_0}{2}=0,
\qquad x_0\tanh\frac{x_0}{2}=2 .$$

The left side of the last equation rises with $x_0$, so there is one positive root. Solved numerically it is $x_0=2.40$, where $x_0^2w=0.439$. A level equally far below $\mu$ gives the same power factor with positive $S$.

If $x_0\gg1$, then $w\simeq e^{-x_0}$. The thermopower grows in proportion to $x_0$, but the conductivity falls exponentially, and the power factor tends to zero.

The figure of merit is $zT=\sigma S^2T/(\kappa_e+\kappa_l)$, with $\kappa_l$ the lattice thermal conductivity. For the delta level it becomes $zT=\kappa_0/\kappa_l$. If $E_0\neq\mu$, it diverges as $\kappa_l\to0$ at fixed $\sigma$ and $S$.

## The same level between two reservoirs

The divergence has a meaning outside linear response. Connect a hot reservoir $(T_h,\mu_h)$ and a cold one $(T_c,\mu_c)$ through a single energy $E_0>\mu_h$; here the chemical potentials include electric energy. The current stops when the occupations at $E_0$ agree:

$$\frac{E_0-\mu_h}{T_h}=\frac{E_0-\mu_c}{T_c}.$$

An electron crossing from hot to cold removes heat $E_0-\mu_h$ and gains electrical work $\mu_c-\mu_h$. The stopping condition gives

$$\frac{\mu_c-\mu_h}{E_0-\mu_h}=1-\frac{E_0-\mu_c}{E_0-\mu_h}=1-\frac{T_c}{T_h}.$$

This is the Carnot efficiency. It is approached as the current tends to zero, so the delivered power also tends to zero. Any lattice heat flow spoils the limit.

## How finite width restores heat conduction

Define the dimensionless Lorenz ratio

$$\lambda=\frac{\kappa_e}{\sigma T(k_B/e)^2}=\operatorname{Var}(x).$$

**A narrow box.** Let $\Sigma$ be constant over a width $W\ll k_BT$ centred on $E_0$. The window is nearly constant across it, so to leading order

$$\lambda\simeq\frac{1}{12}\left(\frac{W}{k_BT}\right)^2 .$$

For $W=0.1k_BT$ this is $8.33\times10^{-4}$.

**A narrow Lorentzian.** Let $\gamma=\Gamma/k_BT$, with $\Gamma$ the full width at half maximum, and take

$$\Sigma\propto\frac{\gamma/2\pi}{(x-x_0)^2+\gamma^2/4}.$$

As $\gamma\to0$, its integral against $w$ tends to $w(x_0)$. Its second moment about $x_0$ is

$$\frac{\gamma}{2\pi}\int\frac{(x-x_0)^2\,w(x)}{(x-x_0)^2+\gamma^2/4}\,dx
\simeq\frac{\gamma}{2\pi}\int w\,dx=\frac{\gamma}{2\pi}.$$

The shift of the mean is of order $\gamma$, so its square does not enter at leading order. Therefore

$$\lambda\simeq\frac{\gamma}{2\pi w(x_0)} .$$

The long $1/(x-x_0)^2$ tails make this linear in the width, whereas the box gives a square. The linear law belongs to this shape. A $\Sigma$ proportional to the square of the same Lorentzian has a finite variance, and gives $\lambda\simeq\gamma^2/4$ as $\gamma\to0$.

**A flat background.** Let a constant $\Sigma$ carry a share $r$ of the conductivity and the delta level the rest. For the background, $\langle x\rangle=0$ because $w$ is even. Integration by parts gives

$$\int_{-\infty}^{\infty}x^2w\,dx=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

The mean of the mixture is $(1-r)x_0$ and its second moment is $(1-r)x_0^2+r\pi^2/3$. Subtracting the squared mean yields

$$S=-\frac{k_B}{e}(1-r)x_0,\qquad
\lambda=\frac{r\pi^2}{3}+r(1-r)x_0^2 .$$

The last term is the heat carried by opposite particle fluxes in the two channels.

## A flat band is not a delta function of fixed weight

Making a band narrow also makes its electrons slow. Take a simple cubic band with spacing $a$, hopping energy $t$ and total width $W=12t$:

$$\varepsilon=E_0-2t(\cos k_xa+\cos k_ya+\cos k_za),
\qquad v_z=\frac{Wa}{6\hbar}\sin k_za .$$

There are $2/a^3$ states per volume, and $\sin^2k_za$ averages to $1/2$. At constant $\tau$,

$$\int\Sigma\,dE=e^2\tau\,\frac{2}{a^3}\left(\frac{Wa}{6\hbar}\right)^2\frac12
=\frac{e^2\tau W^2}{36\hbar^2a}.$$

For $W\ll k_BT$ the variance is weighted by $\sin^2k_za$. Cross terms average to zero. The $x$ and $y$ cosines each contribute $1/2$, and the $z$ cosine contributes $(1/8)/(1/2)=1/4$. Thus

$$\operatorname{Var}(E)=4t^2\left(\frac12+\frac12+\frac14\right)=5t^2=\frac{5W^2}{144}.$$

With $\tau$ and $x_0$ fixed, $\sigma$ falls as $W^2$. While each state may be treated as sharp, that is for $\hbar/\tau\ll W\ll k_BT$, $\kappa_e$ falls as $W^4$. Once $W$ drops below $\hbar/\tau$, the spread of energies is set by the lifetime, and $\kappa_e$ falls only as $W^2$. With a nonzero fixed $\kappa_l$, $zT$ tends to zero. The delta-function result needs a finite $\Sigma_0$, which this route does not supply. Lifetime broadening of order $\hbar/\tau$ also prevents the transport energy from becoming arbitrarily sharp at fixed $\tau$.

## Worked example: an amorphous oxide film

Take $T=300$ K, effective mass $m=0.34$ electron masses, mobility $\mu_e=10$ cm²/Vs and $\kappa_l=1.4$ W/(m K). These are rough values typical of amorphous In-Ga-Zn-O. Place the transport level 0.060 eV above $\mu$. With $k_BT=0.02585$ eV, $x_0=2.32$, close to the optimum.

To choose a conductivity, use a parabolic band starting at $E_0$ with constant $\tau=m\mu_e/e=1.93$ fs. If $g(E)$ is its density of states, averaging $v_z^2$ over directions gives $\Sigma=2e^2\tau g(E)(E-E_0)/(3m)$. Since $g\propto(E-E_0)^{1/2}$, $d\Sigma/dE=e^2\tau g/m$. Integrating $\int\Sigma(-f')dE$ by parts then gives $\sigma=ne^2\tau/m=ne\mu_e$. Numerical integration of $gf$ gives $n=4.72\times10^{17}$ cm$^{-3}$, so $\sigma=0.757$ S/cm.

Now replace this band by a hypothetical delta level at $E_0$ with the same $\sigma$:

$$S=-\frac{0.060\ \text{V}}{300\ \text{K}}=-200\ \mu\text{V/K},$$

$$\kappa_0=(75.7\ \text{S/m})(2.00\times10^{-4}\ \text{V/K})^2(300\ \text{K})
=9.08\times10^{-4}\ \text{W/(m K)}.$$

At open circuit $\kappa_e=0$, and $zT=9.08\times10^{-4}/1.4=6.5\times10^{-4}$. Reaching $zT=1$ with the same $S$ and $\kappa_l$ would take about 1170 S/cm.

The next table holds $\sigma$, $T$, $\mu$ and $\kappa_l$ fixed and changes the shape of $\Sigma$. Its moments were integrated numerically. The Gaussian has standard deviation 0.04 eV, a rough allowance for disorder treated as parallel channels. The background carries 10% of $\sigma$. The Lorentzian has $\Gamma=\hbar/\tau$.

| Shape of $\Sigma$ | $S$ (μV/K) | $\lambda$ | $zT$ |
|---|---:|---:|---:|
| delta | −200 | 0 | $6.5\times10^{-4}$ |
| delta + background | −180 | 0.81 | $5.3\times10^{-4}$ |
| Gaussian | −107 | 1.37 | $1.8\times10^{-4}$ |
| parabolic edge | −419 | 2.51 | $2.8\times10^{-3}$ |
| Lorentzian | −20 | 2.88 | $6.5\times10^{-6}$ |

The Gaussian and Lorentzian lower $|S|$ because, of two energies equally far from $E_0$, the one below has the larger $w$. The mean therefore moves towards $\mu$.

The parabolic edge has a larger $zT$ than the delta level. Its carriers lie above $E_0$: for $w\simeq e^{-x}$, the distribution of $u=x-x_0$ is proportional to $u^{3/2}e^{-u}$, whose mean and variance are both $5/2$. This estimate gives $S\simeq-(k_B/e)(2.32+2.5)=-415$ μV/K, near the full value. The edge does conduct open-circuit heat, but its $\kappa_e=4.2\times10^{-4}$ W/(m K) is about 0.03% of $\kappa_l$. Removing that heat while keeping $S$ and $\sigma$ would raise $zT$ by the same 0.03%. In this example the lattice sets the heat loss.

## What the numbers say about a real film

The mass, mobility and lattice conductivity are in the usual range for this oxide, but the electron density is low compared with films doped for high conductivity. The assumption of one sharp transport energy is the weak one. Here $\hbar/\tau=0.34$ eV, or $13k_BT$. If $\Sigma$ had that Lorentzian width, $|S|$ would fall tenfold and $\lambda$ would approach the flat-distribution value $\pi^2/3=3.29$. The size depends on the assumed shape. In the usual linear-response formula without vertex corrections, a level with fixed velocity and a Lorentzian spectrum gives a $\Sigma$ proportional to the square of that Lorentzian. With the same $\Gamma$, this gives $S=-36$ μV/K and $\lambda=2.57$. Either shape shows a large loss of thermopower, but neither predicts the film's value. The width itself is uncertain: $\tau$ was inferred from a drift mobility, which in an amorphous film can also be limited by trapping and by potential barriers, so $\hbar/\tau$ is not a measured linewidth.

The parabolic edge is itself rough. Its row in the table treats every state as sharp and leaves out the broadening $\hbar/\tau$ just applied to the level, so its lead over the delta level holds only for that unbroadened edge. With thermal speed $v=\sqrt{3k_BT/m}$, the mean free path $v\tau$ is 0.39 nm. The corresponding wave number times this path is $3k_BT\tau/\hbar=0.23$, below one, so a wave packet moving freely between collisions is a poor picture.

A flat band does not rescue the sharp level. With $a=0.33$ nm and the same $\tau$, matching the delta weight $\Sigma_0=\sigma k_BT/w(x_0)=0.240$ S eV/cm requires $W=0.020$ eV. Before broadening, a sum over the band gives $\lambda=0.021$, but $\hbar/\tau$ is 17 times $W$. The band would also hold $5.0\times10^{21}$ electrons/cm³, about ten thousand times the density in the edge model. A credible sharp level would need a much longer lifetime.

In inelastic hopping an electron exchanges energy with the lattice as it hops, so the separate flux law at each energy no longer holds. Electron correlation and drag by phonons are also left out. The vanishing of $\kappa_e$ is established here for independent elastic channels, and should not be carried over to those cases without a new derivation.

Numerical values quoted here were computed with a short program.
